# Transverse Voltage of a Four-Terminal Silicon Shear-Stress Sensor: a numerical check

```python
"""Transverse voltage of a four-terminal silicon shear-stress sensor.

Result under test: V_T = V_s (W/L) G D_xy, where
  D_xy = p44*tau + (p11-p12-p44) * sum_i l_i m_i sigma_ii
l, m    : unit vectors along current and across the plate (crystal axes)
tau     : shear stress l.sigma.m ; sigma_ii : normal stresses on cube axes
p11.. : piezoresistance coefficients, D_ij = relative resistivity change
L, W    : plate length and width ; G : factor for the finite plate
Pure shear response occurs for s = sum l_i^2 m_i^2 = 0 (coefficient p44)
and s = 1/2 (coefficient p11-p12).
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants, integrate, optimize
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(4)


def piezo_tensor(p11, p12, p44):
    """Fourth-rank tensor assembled from the contracted cubic matrix."""
    t = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                t[i, i, i, i] = p11
            else:
                t[i, i, j, j] = p12
                t[i, j, i, j] = t[i, j, j, i] = p44 / 2
    return t


def rotate(t, axes):
    """Components on new axes, given as the rows of 'axes'."""
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes, t,
                     optimize=True)


def wafer001(phi):
    c, s = np.cos(phi), np.sin(phi)
    return np.array([[c, s, 0], [-s, c, 0], [0, 0, 1.0]])


def geometry_factor(length, width):
    k = np.arange(20000)
    n = 2 * k + 1
    terms = (-1.0)**k * np.tanh(n * np.pi * width / (2 * length)) / n**2
    return 8 * length / (np.pi**2 * width) * terms.sum()


def plate_potential(length, width, change, nx=120, ny=80, tap_half=0):
    """Finite elements for div(S grad phi)=0, phi=1 at x=0, 0 at x=length.

    change: 2x2 relative resistivity change; tap_half: half width of the
    equipotential side taps in mesh cells (0 means point taps).
    """
    cond = np.linalg.inv(np.eye(2) + change)
    hx, hy = length / nx, width / ny
    ke = np.zeros((4, 4))
    g = 0.5 / np.sqrt(3)
    for u, v in itertools.product((0.5 - g, 0.5 + g), repeat=2):
        grad = np.array([[-(1 - v), 1 - v, v, -v],
                         [-(1 - u), -u, u, 1 - u]])
        grad = grad / np.array([[hx], [hy]])
        ke += grad.T @ cond @ grad * hx * hy / 4
    node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    tied = node.copy()
    mid = nx // 2
    for j in (0, ny):
        tied[mid - tap_half:mid + tap_half + 1, j] = node[mid, j]
    cells = np.stack([tied[:-1, :-1], tied[1:, :-1], tied[1:, 1:],
                      tied[:-1, 1:]], axis=-1).reshape(-1, 4)
    rows = np.repeat(cells, 4, axis=1).ravel()
    cols = np.tile(cells, (1, 4)).ravel()
    vals = np.tile(ke.ravel(), len(cells))
    k = coo_matrix((vals, (rows, cols)), shape=(node.size,) * 2).tocsr()
    phi = np.zeros(node.size)
    phi[node[0]] = 1.0
    fixed = np.concatenate([node[0], node[-1]])
    free = np.setdiff1d(np.unique(tied), fixed)
    rhs = -(k @ phi)[free]
    phi[free] = spsolve(k[free][:, free].tocsc(), rhs)
    return phi[tied]


def tap_signal(phi):
    mid = phi.shape[0] // 2
    return phi[mid, 0] - phi[mid, -1]


# --- Cubic symmetry leaves three constants -------------------------------
raw = rng.normal(size=(3, 3, 3, 3))
raw = (raw + raw.transpose(1, 0, 2, 3)) / 2
raw = (raw + raw.transpose(0, 1, 3, 2)) / 2
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        op = np.diag(signs)[:, perm].astype(float)
        if np.linalg.det(op) > 0:
            group.append(op)
assert len(group) == 24
avg = sum(rotate(raw, op) for op in group) / 24
a11, a12, a44 = avg[0, 0, 0, 0], avg[0, 0, 1, 1], 2 * avg[0, 1, 0, 1]
assert np.allclose(avg, piezo_tensor(a11, a12, a44), atol=1e-12)
stress = rng.normal(size=(3, 3))
stress = stress + stress.T
invariant_form = (a12 * np.trace(stress) * np.eye(3) + a44 * stress
                  + (a11 - a12 - a44) * np.diag(np.diag(stress)))
assert np.allclose(np.einsum('ijkl,kl', avg, stress), invariant_form)

# --- Rough typical coefficients, lightly doped silicon, 1/Pa -------------
unit = 1e-11
coeff = {'p': np.array([7., -1., 140.]) * unit,
         'n': np.array([-100., 50., -14.]) * unit}
tensor = {c: piezo_tensor(*coeff[c]) for c in coeff}

# --- Shear coefficient and cross response for arbitrary orientation ------
for carrier in coeff:
    p11, p12, p44 = coeff[carrier] / unit
    aniso = p11 - p12 - p44
    for axes in Rotation.random(100, random_state=7).as_matrix():
        row = rotate(tensor[carrier] / unit, axes)[0, 1]
        s = np.sum(axes[0]**2 * axes[1]**2)
        assert 0 <= s <= 0.5 + 1e-12
        assert np.isclose(2 * row[0, 1], p44 + 2 * aniso * s, atol=1e-9)
        other = row.copy()
        other[0, 1] = other[1, 0] = 0
        assert np.isclose(np.sum(other**2), aniso**2 * s * (1 - 2 * s),
                          atol=1e-8)

# Search for the orientation that gives the whole of p11-p12
probe = piezo_tensor(1.0, 0.0, 0.0)


def minus_share(vec):
    return -2 * rotate(probe, Rotation.from_rotvec(vec).as_matrix())[0, 1, 0, 1]


hits = 0
for start in rng.normal(size=(10, 3)):
    best = optimize.minimize(minus_share, start, method='Nelder-Mead',
                             options={'xatol': 1e-7, 'fatol': 1e-12})
    assert best.fun > -1 - 1e-10
    if best.fun < -1 + 1e-8:
        hits += 1
        found = Rotation.from_rotvec(best.x).as_matrix()
        for direction in found[:2]:
            assert np.allclose(np.sort(abs(direction)),
                               [0, 0.5**0.5, 0.5**0.5], atol=1e-3)
assert hits > 0

# One cube axis suffices for p44, whatever the second direction
for angle in (0.0, 0.3, 1.1):
    axes = Rotation.from_euler('x', angle).as_matrix()
    for swap in ([0, 1, 2], [1, 0, 2]):
        row = rotate(tensor['p'] / unit, axes[swap])[0, 1]
        expected = np.zeros((3, 3))
        expected[0, 1] = expected[1, 0] = coeff['p'][2] / unit / 2
        assert np.allclose(row, expected, atol=1e-10)


# --- The (001) angular law and the (111) plane ---------------------------
def law001(c, phi):
    p11, p12, p44 = c
    shear = p44 * np.cos(2*phi)**2 + (p11 - p12) * np.sin(2*phi)**2
    cross = np.sin(4*phi) / 4 * (p44 - p11 + p12)
    return shear, cross


for carrier in coeff:
    for phi in np.linspace(0, np.pi, 19):
        row = rotate(tensor[carrier] / unit, wafer001(phi))[0, 1]
        shear, cross = law001(coeff[carrier] / unit, phi)
        assert np.allclose([2*row[0, 1], row[0, 0], row[1, 1]],
                           [shear, cross, -cross], atol=1e-9)
base111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
base111 /= np.linalg.norm(base111, axis=1)[:, None]
p11, p12, p44 = coeff['p'] / unit
blend111 = (2 * p44 + p11 - p12) / 3
for phi in (0.0, 0.4, 1.0):
    row = rotate(tensor['p'] / unit, wafer001(phi) @ base111)[0, 1]
    assert np.allclose([2*row[0, 1], row[0, 0], row[1, 1]],
                       [blend111, 0, 0], atol=1e-9)
    assert np.hypot(row[0, 2], row[1, 2]) > 1  # out-of-plane shear couples

# --- Finite plate: series against finite elements ------------------------
small = 1e-3
pure = np.array([[0, small], [small, 0]])
geometry_rows = []
for ratio in (0.5, 1.0, 1.5, 3.0):
    numeric = tap_signal(plate_potential(ratio, 1.0, pure)) * ratio / small
    series = geometry_factor(ratio, 1.0)
    assert abs(numeric / series - 1) < 2e-3  # mesh error
    geometry_rows.append((ratio, series, numeric))
assert abs(geometry_factor(30.0, 1.0) - 1) < 1e-6
wide_limit = 8 / np.pi**2 * float(mp.catalan)
assert abs(geometry_factor(0.02, 1.0) / 0.02 - wide_limit) < 1e-6

# --- Worked example ------------------------------------------------------
length_um, width_um, supply = 150.0, 100.0, 3.0
normal_mpa, parallel_mpa = 50.0, 10.0
edge_normal = np.array([1, 1, 0]) / np.sqrt(2)
edge_along = np.array([-1, 1, 0]) / np.sqrt(2)
element_stress = 1e6 * (normal_mpa * np.outer(edge_normal, edge_normal)
                        + parallel_mpa * np.outer(edge_along, edge_along))
tau = element_stress[0, 1]
assert np.isclose(tau, (normal_mpa - parallel_mpa) * 1e6 / 2)
assert np.isclose(element_stress[0, 0], element_stress[1, 1])
g_plate = geometry_factor(length_um, width_um)
scale = supply * width_um / length_um * g_plate
results = []
for carrier in ('p', 'n'):
    for name, phi in (('[100]', 0.0), ('[110]', np.pi / 4)):
        change = np.einsum('ijkl,kl', rotate(tensor[carrier], wafer001(phi)),
                           element_stress)[:2, :2]
        c11, c12, c44 = coeff[carrier]
        selected = c44 if name == '[100]' else c11 - c12
        linear = scale * selected * tau
        full = supply * tap_signal(plate_potential(length_um, width_um, change))
        diagonal = change[0, 0]
        assert np.isclose(diagonal, change[1, 1])
        # remaining difference: mesh error and terms cubic in the shear change
        assert abs(full * (1 + diagonal) / linear - 1) < 3e-3
        results.append((carrier, name, selected, selected * tau, linear,
                        full, diagonal))
signal = results[0][4]

# --- Sizes of neglected effects for the p-type [100] element -------------
change_p = np.einsum('ijkl,kl', tensor['p'], element_stress)[:2, :2]
tap_loss = []
for nx, ny, half in ((120, 80, 4), (240, 160, 8)):
    point = tap_signal(plate_potential(length_um, width_um, change_p, nx, ny))
    wide = tap_signal(plate_potential(length_um, width_um, change_p, nx, ny,
                                      half))
    tap_loss.append(1 - wide / point)
tap_width = 2 * 8 * length_um / 240
assert abs(tap_loss[0] - tap_loss[1]) < 0.01 and tap_loss[1] > 0

shift_um = 0.2
offset = supply * shift_um / length_um
unstressed = plate_potential(length_um, width_um, np.zeros((2, 2)))
cell_offset = supply * (unstressed[60, 0] - unstressed[61, -1])
assert np.isclose(cell_offset / (length_um / 120), offset / shift_um)

tilt_deg, normal_difference = 1.0, 20e6
cross_tilt = law001(coeff['p'], np.radians(tilt_deg))[1]
tilt_error = cross_tilt * normal_difference / (coeff['p'][2] * tau)

holes, mobility, depth_cm = 3e17, 250.0, 2e-4   # cm^-3, cm2/Vs, cm
sheet = 1 / (constants.e * holes * mobility * depth_cm)
current = supply * width_um / (length_um * sheet)
power = supply * current
field = supply / (length_um * 1e-4)
velocity_share = mobility * field / 1e7         # rough saturation velocity


def transfer_factor(temp):
    """d ln(p)/d(eta) for a parabolic band; rough Nv = 3e19 at 300 K."""
    filling = holes / (3e19 * (temp / 300)**1.5)

    def excess(eta):
        return float(mp.re(-mp.polylog(1.5, -mp.exp(eta)))) - filling
    eta = optimize.brentq(excess, -12, -0.5)
    ratio = mp.polylog(0.5, -mp.exp(eta)) / mp.polylog(1.5, -mp.exp(eta))
    return float(mp.re(ratio)), eta


factor300, eta300 = transfer_factor(300.0)


def fermi_half(eta):
    return integrate.quad(lambda x: 2 * x * x / (1 + np.exp(x * x - eta)),
                          0, 8, epsabs=1e-13, epsrel=1e-11)[0]


step = 1e-3
slope = np.log(fermi_half(eta300 + step) / fermi_half(eta300 - step)) / (2*step)
assert abs(slope - factor300) < 1e-5
temperature_rows = [(t, 300 / t * transfer_factor(t)[0] / factor300)
                    for t in (233.0, 398.0)]

membrane_um, rim_um, kappa = 20.0, 500.0, 150.0  # um, um, W/(m K) rough
disc_um = np.sqrt(length_um * width_um / np.pi)
heating = power * np.log(rim_um / disc_um) / (2*np.pi*kappa*membrane_um*1e-6)

# --- Output --------------------------------------------------------------
print(f"plate length, width: {length_um:.0f}, {width_um:.0f} um")
print(f"supply voltage: {supply:.1f} V")
print(f"stress normal, parallel to edge: {normal_mpa:.0f}, {parallel_mpa:.0f} MPa")
print(f"element shear stress: {tau/1e6:.1f} MPa")
print(f"element normal stresses: {element_stress[0,0]/1e6:.1f}, "
      f"{element_stress[1,1]/1e6:.1f} MPa")
for c in coeff:
    v = coeff[c] / unit
    print(f"{c}-type p11, p12, p44 (rough): {v[0]:.0f}, {v[1]:.0f}, "
          f"{v[2]:.0f} 1e-11/Pa")
for deg in (0.0, 22.5, 45.0):
    sh, cr = law001(coeff['p'] / unit, np.radians(deg))
    print(f"p-type (001), {deg:.1f} deg: shear {sh:.1f}, cross {cr:.1f} 1e-11/Pa")
print(f"p-type (111), plane stress: shear {blend111:.1f} 1e-11/Pa")
for r, se, nu in geometry_rows:
    print(f"L/W={r:.1f}: G series {se:.4f}, finite elements {nu:.4f}")
print(f"example G: {g_plate:.4f}")
print(f"example (W/L)G: {g_plate*width_um/length_um:.4f}")
print(f"wide-plate limit of (W/L)G: {wide_limit:.4f}")
for c, name, sel, dxy, lin, full, diag in results:
    print(f"{c} {name}: coefficient {sel/unit:.0f} 1e-11/Pa, D_xy {dxy:.5f}")
    print(f"  V_T linear {lin*1e3:.2f} mV, full tensor {full*1e3:.2f} mV, "
          f"D_xx {diag:.5f}")
print(f"p [100] sensitivity: {signal*1e3/(tau/1e6):.3f} mV/MPa")
print(f"tap width {tap_width:.0f} um, signal loss: {100*tap_loss[0]:.1f} % "
      f"(coarse), {100*tap_loss[1]:.1f} % (fine)")
print(f"tap misplacement {shift_um:.1f} um, offset: {offset*1e3:.2f} mV")
print(f"offset / signal: {100*offset/signal:.1f} %")
print(f"tilt {tilt_deg:.0f} deg, normal-stress difference "
      f"{normal_difference/1e6:.0f} MPa: error {100*tilt_error:.2f} %")
print(f"hole density {holes:.1e} cm^-3, mobility {mobility:.0f} cm2/Vs (rough)")
print(f"layer depth {depth_cm*1e4:.1f} um, sheet resistance {sheet:.0f} ohm")
print(f"supply current {current*1e3:.2f} mA, power {power*1e3:.1f} mW")
print(f"field {field:.0f} V/cm, drift/saturation velocity {velocity_share:.4f}")
print(f"degeneracy factor at 300 K: {factor300:.4f}")
for t, f in temperature_rows:
    print(f"estimated signal at {t:.0f} K relative to 300 K: {f:.3f}")
print(f"membrane {membrane_um:.0f} um thick, rim radius {rim_um:.0f} um, "
      f"conductivity {kappa:.0f} W/(m K)")
print(f"estimated self-heating: {heating:.2f} K")
print("tests ok")
```

Printed output:

```
plate length, width: 150, 100 um
supply voltage: 3.0 V
stress normal, parallel to edge: 50, 10 MPa
element shear stress: 20.0 MPa
element normal stresses: 30.0, 30.0 MPa
p-type p11, p12, p44 (rough): 7, -1, 140 1e-11/Pa
n-type p11, p12, p44 (rough): -100, 50, -14 1e-11/Pa
p-type (001), 0.0 deg: shear 140.0, cross 0.0 1e-11/Pa
p-type (001), 22.5 deg: shear 74.0, cross 33.0 1e-11/Pa
p-type (001), 45.0 deg: shear 8.0, cross 0.0 1e-11/Pa
p-type (111), plane stress: shear 96.0 1e-11/Pa
L/W=0.5: G series 0.3697, finite elements 0.3697
L/W=1.0: G series 0.6753, finite elements 0.6753
L/W=1.5: G series 0.8476, finite elements 0.8476
L/W=3.0: G series 0.9854, finite elements 0.9855
example G: 0.8476
example (W/L)G: 0.5650
wide-plate limit of (W/L)G: 0.7425
p [100]: coefficient 140 1e-11/Pa, D_xy 0.02800
  V_T linear 47.46 mV, full tensor 47.39 mV, D_xx 0.00180
p [110]: coefficient 8 1e-11/Pa, D_xy 0.00160
  V_T linear 2.71 mV, full tensor 2.71 mV, D_xx 0.00180
n [100]: coefficient -14 1e-11/Pa, D_xy -0.00280
  V_T linear -4.75 mV, full tensor -4.82 mV, D_xx -0.01500
n [110]: coefficient -150 1e-11/Pa, D_xy -0.03000
  V_T linear -50.85 mV, full tensor -51.64 mV, D_xx -0.01500
p [100] sensitivity: 2.373 mV/MPa
tap width 10 um, signal loss: 0.3 % (coarse), 0.3 % (fine)
tap misplacement 0.2 um, offset: 4.00 mV
offset / signal: 8.4 %
tilt 1 deg, normal-stress difference 20 MPa: error 1.64 %
hole density 3.0e+17 cm^-3, mobility 250 cm2/Vs (rough)
layer depth 2.0 um, sheet resistance 416 ohm
supply current 4.81 mA, power 14.4 mW
field 200 V/cm, drift/saturation velocity 0.0050
degeneracy factor at 300 K: 0.9965
estimated signal at 233 K relative to 300 K: 1.285
estimated signal at 398 K relative to 300 K: 0.755
membrane 20 um thick, rim radius 500 um, conductivity 150 W/(m K)
estimated self-heating: 1.51 K
tests ok
```
